# Why the Sodium 3d Doublet Is Inverted: Exchange Polarization of 2p

**Q.** In sodium I find the $3d_{5/2}$ level roughly $0.05\ \mathrm{cm^{-1}}$ *below* $3d_{3/2}$. The electron is far outside the core, so I expected a hydrogen-like doublet with $5/2$ on top. What does the simple estimate give?

**A.** It gives the order you expected. I use Hartree atomic units, and radial functions $P(r)$ for $2p$ and $D(r)$ for $3d$, each $r$ times the usual radial function and normalized by $\int P^2dr=\int D^2dr=1$. The model is a Hartree-Fock $\mathrm{Na^+}$ core with one $3d$ electron in its field, and spin-orbit coupling is taken to first order.

An electron with potential energy $V(r)$ has the coupling $\xi(r)\,\mathbf l\cdot\mathbf s$ with $\xi=(\alpha^2/2)\,r^{-1}dV/dr$. For a nucleus of charge $Z$ and a spherical core with $N(r)$ electrons inside radius $r$, Gauss's law gives $dV/dr=[Z-N(r)]/r^2$. Hence

$$\xi(r)=\frac{\alpha^2}{2}\,\frac{Z-N(r)}{r^3},\qquad \zeta_{\rm dir}=\int D^2\,\xi\,dr>0 .$$

The angular factor is $\Lambda_J=\langle\mathbf l\cdot\mathbf s\rangle=\tfrac12[J(J+1)-l(l+1)-\tfrac34]$. For $l=2$ it is $\Lambda_{5/2}=1$ and $\Lambda_{3/2}=-\tfrac32$, so

$$E(5/2)-E(3/2)=\tfrac52\,\zeta .$$

In hydrogen, $\langle r^{-3}\rangle=1/[n^3l(l+\tfrac12)(l+1)]=1/405$ for $3d$, and the interval is $+0.0361\ \mathrm{cm^{-1}}$. In sodium $\zeta_{\rm dir}=0.01675\ \mathrm{cm^{-1}}$, and the direct interval is $+0.0419\ \mathrm{cm^{-1}}$. It is larger than in hydrogen because $\langle r^{-3}\rangle$ is 5% larger and because $Z-N(r)$ exceeds 1 where $D$ enters the core. Neither change can reverse the sign.

**Q.** The $2p$ electrons have a huge spin-orbit constant. Is that what reverses it?

**A.** Not by itself. The constant is $\zeta_{2p}=\int P^2\xi\,dr=899\ \mathrm{cm^{-1}}$, about $5\times10^4$ times $\zeta_{\rm dir}$. But the shell is closed. For $l=1$ the values of $\langle\mathbf l\cdot\mathbf s\rangle$ are $\lambda_{3/2}=\tfrac12$ and $\lambda_{1/2}=-1$, and

$$\sum_j(2j+1)\lambda_j=4\cdot\tfrac12-2\cdot1=0 .$$

The first-order spin-orbit energy of $2p^6$ therefore vanishes. What remains is that $\xi(r)$ varies with $r$, so it deforms the two kinds of $2p$ orbital differently:

$$P_j(r)=P(r)+\lambda_j\,\chi(r),\qquad \int P\chi\,dr=0 .$$

If $\xi$ were a constant $c$ on $p$ functions, its matrix element between $2p$ and any excited $p$ function $v$ would be $c\int vP\,dr=0$. Then $\chi=0$, however large $c$ is. As a test, a constant coupling with the same $\zeta_{2p}$ was put on the $p$ functions of the self-consistent calculation, with the direct coupling of $3d$ switched off, and the $3d$ interval came out as $10^{-9}\ \mathrm{cm^{-1}}$, which is numerically zero.

**Q.** Suppose the $2p$ orbitals are deformed. How does a $3d$ electron notice?

**A.** Not through the direct Coulomb field, to first order. The shell's radial charge is

$$\sum_j(2j+1)P_j^2=6P^2+2P\chi\sum_j(2j+1)\lambda_j+\dots=6P^2+\dots$$

Exchange is different, because it depends on how the spin and orbital motion of the core electrons are combined. Let $\Pi_j$ project the six $p$ spin-orbitals on a given $j$. Then $\sum_j\Pi_j=1$ and $\sum_j\lambda_j\Pi_j=\mathbf l'\cdot\mathbf s$, with $\mathbf l'$ the orbital angular momentum in the $p$ shell. The shell's density matrix is

$$\sum_j\Pi_jP_j(r)P_j(r')=P(r)P(r')+(\mathbf l'\cdot\mathbf s)\,[P(r)\chi(r')+\chi(r)P(r')]+\dots$$

The second term is the spin-orbit deformation. Expanding $1/r_{12}$ in multipoles, with $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, the exchange operator acquires the change

$$\delta F=-\sum_k\Big[\sum_qC^k_q(\mathbf l'\cdot\mathbf s)C^{k\dagger}_q\Big]K^k[P\chi+\chi P],$$

where $(K^k[\rho]f)(r)=\int\rho(r,r')\,\dfrac{r_<^k}{r_>^{k+1}}\,f(r')\,dr'$.

**Q.** Why should the bracket look like a spin-orbit coupling of the $d$ electron?

**A.** The $C^k_q$ do not act on spin, so only $\sum_qC^k_q\,l'_a\,C^{k\dagger}_q$ is needed for each component $a$. Summed over $q$, this is a vector operator within the states of one $l$, so it is proportional to $l_a$. The bracket is thus $c_k\,\mathbf l\cdot\mathbf s$.

To find $c_k$, regard $C^k_q|l'm'\rangle$, projected on $l$, as a map $W$ that couples angular momenta $k$ and $l'$ to $l$. Rotational invariance means $l_aW=W(k_a+l'_a)$. Multiplying the operator by $l_a$ and summing over $a$ gives

$$c_k\,l(l+1)=\sum_a l_aWl'_aW^\dagger=W(\mathbf k\cdot\mathbf l'+\mathbf l'^2)W^\dagger .$$

Since $(\mathbf k+\mathbf l')^2=l(l+1)$ on the coupled states,

$$\mathbf k\cdot\mathbf l'+\mathbf l'^2=\tfrac12[l(l+1)+l'(l'+1)-k(k+1)] .$$

The remaining factor is $WW^\dagger=\sum_qC^k_qC^{k\dagger}_q=(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2$. Therefore

$$c_k=(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2\frac{l(l+1)+l'(l'+1)-k(k+1)}{2l(l+1)} .$$

For $d$ with $p$, the squared $3j$ symbols are $2/15$ for $k=1$ and $3/35$ for $k=3$:

$$c_1=\tfrac25\cdot\tfrac6{12}=\tfrac15,\qquad c_3=\tfrac9{35}\cdot\tfrac{-4}{12}=-\tfrac3{35}.$$

The identity was tested with explicit matrices of $C^k_q$ and $\mathbf l\cdot\mathbf s$.

**Q.** So the core gives the $d$ electron an extra spin-orbit constant. What is it?

**A.** The first-order shift is the expectation value of $\delta F$ in the undisturbed $3d$ orbital. The two terms in $P\chi+\chi P$ contribute equally, so $\langle D|K^k[P\chi+\chi P]|D\rangle=2R^k$ with

$$R^k=\iint D(r)P(r)\,\frac{r_<^k}{r_>^{k+1}}\,D(r')\chi(r')\,dr\,dr' .$$

The shift is $\Lambda_J\,\zeta_{\rm pol}$, where

$$\zeta_{\rm pol}=-2\sum_kc_kR^k=-2\left(\frac{R^1}{5}-\frac{3R^3}{35}\right).$$

The function $\chi$ follows from first-order perturbation theory for $2p_j$, whose own exchange with the deformed shell must be included. For $p$ with $p$ the same formula gives $c_0=1$ and $c_2=-\tfrac15$. The $s$ orbitals do not respond, because a vector operator vanishes within $l=0$. Dividing out the common factor $\lambda_j$,

$$(F-\varepsilon_{2p})\chi=-Q\Big(\xi-\sum_{k=0,2}c_kK^k[P\chi+\chi P]\Big)P ,$$

where $F$ is the undisturbed Fock operator for $p$ functions and $Q$ removes the component along $P$.

**Q.** Please put the numbers in.

**A.** The solution has $R^1=5.186\times10^{-7}$ and $R^3=2.876\times10^{-7}$ hartree. Then

$$\zeta_{\rm pol}=-2\,(1.0371-0.2465)\times10^{-7}=-1.581\times10^{-7}\ \text{hartree}=-0.0347\ \mathrm{cm^{-1}} .$$

This is about twice $\zeta_{\rm dir}$, with the opposite sign. The interval is

$$E(5/2)-E(3/2)=\tfrac52(0.01675-0.03470)=-0.045\ \mathrm{cm^{-1}},$$

or about $-1.35$ GHz. The last digits depend on the basis: at the basis limit $R^1=5.195\times10^{-7}$ hartree, $\zeta_{\rm pol}=-0.0348\ \mathrm{cm^{-1}}$, and the polarization part below becomes $-0.0870\ \mathrm{cm^{-1}}$. The direct part is $+0.0419\ \mathrm{cm^{-1}}$ and the polarization part $-0.0868\ \mathrm{cm^{-1}}$.

**Q.** I can follow the algebra, but why is the sign negative?

**A.** The inner part of the orbital feels $\xi$ most. For $2p_{3/2}$ the coupling is repulsive and the orbital expands; for $2p_{1/2}$ it is attractive and the orbital contracts. The mean radii are 0.7970 and 0.7948 bohr. The $3d$ electron overlaps mainly with the outer part of $2p$, so the expanded orbital has the larger exchange integral.

Let $w_j$ be the weight with which the full $2p_j$ subshell enters the $k=1$ exchange energy $-\sum_jw_jG^1_j$ of $3d_J$, where $G^1_j$ is the exchange integral of $D$ with $P_j$. The weights add up to $\tfrac25$, the value of $WW^\dagger$, and satisfy $\sum_j\lambda_jw_j=c_1\Lambda_J$. For $J=5/2$,

$$w_{3/2}+w_{1/2}=\tfrac25,\quad \tfrac12w_{3/2}-w_{1/2}=\tfrac15\ \Rightarrow\ w_{3/2}=\tfrac25,\ w_{1/2}=0 .$$

For $J=3/2$ the second right-hand side is $-\tfrac3{10}$, which gives $w_{3/2}=\tfrac1{15}$ and $w_{1/2}=\tfrac13$. So in this multipole $3d_{5/2}$ exchanges with the expanded orbital alone, and $3d_{3/2}$ mostly with the contracted one. The difference of the two energies is

$$-\tfrac25G^1_{3/2}+\tfrac1{15}G^1_{3/2}+\tfrac13G^1_{1/2}=-\tfrac13\left(G^1_{3/2}-G^1_{1/2}\right).$$

With $G^1_{3/2}=1.42884\times10^{-4}$ and $G^1_{1/2}=1.41328\times10^{-4}$ hartree, this is $-5.19\times10^{-7}$ hartree, or $-0.114\ \mathrm{cm^{-1}}$. The mean radii differ by only 0.3%, but these integrals differ by 1.1%. (At the basis limit both integrals are about 0.03% larger, $1.4293$ and $1.4137\times10^{-4}$ hartree, and the $-0.114\ \mathrm{cm^{-1}}$ is unchanged.)

The $k=3$ exchange has the opposite angular sign and contributes $-5c_3R^3=\tfrac37R^3$, or $+0.027\ \mathrm{cm^{-1}}$. It weakens the inversion without removing it.

**Q.** I have heard this called "polarization of the core by the $d$ electron". You described a core deformed by its own spin-orbit coupling. Which is it?

**A.** They are two readings of one energy, which is of first order in the core's spin-orbit coupling and of first order in the $3d$ exchange. Write the response equation on the excited $p$ functions as $A\chi=-b$, with $b_v=\langle v|\xi|P\rangle$. The matrix $A$ contains $F-\varepsilon_{2p}$ and the exchange feedback. It is symmetric, because the feedback integrals between $u$ and $v$ are unchanged when $u$ and $v$ are swapped. The $3d$ exchange enters through

$$x_v=-2\sum_kc_k\iint D(r)P(r)\frac{r_<^k}{r_>^{k+1}}D(r')v(r')\,dr\,dr' ,$$

so that $\zeta_{\rm pol}=x\cdot\chi=-x\cdot A^{-1}b$. Now let the inverse act on the other side and define $\eta=-\tfrac12A^{-1}x$. Then

$$\zeta_{\rm pol}=2\langle P|\xi|\eta\rangle .$$

Here $3d$ exchange comes first and admixes excited $p$ character into $2p$; the core's spin-orbit coupling then acts on the polarized orbital.

To get the size of the admixture, average over the orientations of $3d_J$. The exchange weight per $2p_j$ electron, $w_j/(2j+1)$, can be written as $a+\beta\lambda_j$, since $j$ has just two values. Multiplying by $(2j+1)\lambda_j$ and summing gives $c_k\Lambda_J=\beta\sum_j(2j+1)\lambda_j^2=3\beta$. The $j$-dependent admixture is therefore $(\lambda_j\Lambda_J/3)\,\eta$.

In this basis the norm of $\eta/3$ is $3.46\times10^{-5}$, so the norm of $\eta$ is $1.04\times10^{-4}$. The matrix element of $\xi$ between $2p$ and the normalized admixed function has magnitude

$$\frac{|\zeta_{\rm pol}|}{2\|\eta\|}=\frac{0.0347}{2.08\times10^{-4}}\approx167\ \mathrm{cm^{-1}} .$$

The norm and the matrix element each depend on the basis more than their product does: at the basis limit they are $1.13\times10^{-4}$ and $153\ \mathrm{cm^{-1}}$, while the product moves by 0.2%. The reason is that about 99% of $\|\eta\|^2$ lies beyond 1 bohr, a region that carries less than 0.1% of the coupling through $\xi$. In this basis the $j$-dependent admixtures have norms $|\lambda_j\Lambda_J|\,\|\eta\|/3$ between about $2\times10^{-5}$ and $5\times10^{-5}$. A further admixture common to both $j$ is not counted here; it cancels in the spin-orbit energy of the closed shell. Summed over the six $2p$ electrons and combined with this off-diagonal coupling, the $j$-dependent admixtures give $|\zeta_{\rm pol}|=2\|\eta\|\times167\ \mathrm{cm^{-1}}=0.035\ \mathrm{cm^{-1}}$, about twice $\zeta_{\rm dir}$.

The second reading was tested separately. The core was made self-consistent in the field of a $3d_J$ electron without spin-orbit coupling, and its spin-orbit energy was then evaluated. The difference between $J=5/2$ and $3/2$ is $-0.0869\ \mathrm{cm^{-1}}$, against $-0.0868$ from the response formula.

**Q.** How far should I trust $-0.045$, given that I measure roughly $-0.05$?

**A.** Trust the sign and mechanism more than the second digit. As a solution of the stated model the number scatters by about 2% between finite bases: the basis used here gives $-0.0449$, a larger one $-0.0458$, and the basis limit is $-0.0451\ \mathrm{cm^{-1}}$. A calculation with separate self-consistent $2p_{1/2}$ and $2p_{3/2}$ orbitals also gives $-0.045\ \mathrm{cm^{-1}}$. The radial and angular treatment was also tested against a three-dimensional spinor Hartree-Fock calculation, in a small common basis with amplified coupling on $p$ functions only; the two $3d$ intervals agree to all printed digits.

The model itself is less certain. It omits correlation, higher relativistic orders, and the exchange parts of the two-electron spin-orbit interaction, including spin-other-orbit coupling. Its $N(r)$ also counts a $2p$ electron's own charge when screening that electron. Removing only that self-screening has a small effect, giving $-0.046\ \mathrm{cm^{-1}}$. Replacing $\xi$ for $2p$ by the fully unscreened nuclear value changes the interval to $-0.061\ \mathrm{cm^{-1}}$. This shows the sensitivity to screening; it is not an error bar. The closeness to your value is therefore no proof that the omitted terms are small.

The self-consistent response matters even more. Without the feedback among the $2p$ electrons the interval is only $-0.012\ \mathrm{cm^{-1}}$. With $c_0=1$, the $k=0$ feedback subtracts from each diagonal element $A_{vv}$ the two positive integrals $\iint P(r)v(r)\,r_>^{-1}P(r')v(r')\,dr\,dr'$ and $\iint v^2(r)\,r_>^{-1}P^2(r')\,dr\,dr'$, which makes the shell easier to deform. The second integral does most of the work. It removes the repulsion of the excited electron by its own $2p$ charge, and alone it brings the interval to $-0.040\ \mathrm{cm^{-1}}$. The first alone gives $-0.016$, both together $-0.049$, and the $k=2$ terms return it to $-0.045$.

**Q.** Does the inversion go away for higher $nd$ states, where the electron is even farther out?

**A.** Distance alone does not remove it. For $r\ll n^2$ the orbital energy, about $-1/(2n^2)$, is negligible in the radial equation. All high $nd$ functions then have the same inner shape, $D_n(r)\approx n^{-3/2}f(r)$. Both $\zeta_{\rm dir}$ and $R^k$ are quadratic in $D_n$ and come from this inner region, so both fall as $n^{-3}$. Their ratio tends to a constant, and the interval shrinks without a change of sign caused by $n$ in that limit. The limit is approached slowly. In this model $\zeta_{\rm pol}/\zeta_{\rm dir}$ is $-2.1$ for $3d$, $-2.7$ for $4d$ and $-3.2$ for $7d$, so these terms stay inverted, but their intervals cannot be obtained by scaling the $3d$ value with $n^{-3}$.

In this model the general condition is $\zeta_{\rm pol}<-\zeta_{\rm dir}$. If the core is removed, or its $\xi$ made constant in $r$, $\zeta_{\rm pol}$ vanishes and the normal order returns. The numerical output below gives the individual values.

## Computed values

```
nuclear charge Z = 11
fine-structure constant alpha = 0.007297353
1 hartree = 219474.631 cm^-1
c_1, c_3 for d with p = 0.200000, -0.085714
c_0, c_2 for p with p = 1.000000, -0.200000
2p orbital energy in Na+ = -1.79716 hartree
3d orbital energy = -0.055667 hartree
mean radius 2p = 0.7963 bohr
mean radius 3d = 10.4592 bohr
<r^-3> of 3d = 2.595379e-03 bohr^-3
<r^-3> of hydrogen 3d = 2.469136e-03 bohr^-3
zeta(2p) = 899.42 cm^-1
zeta_dir(3d) = 0.016745 cm^-1
zeta(2p)/zeta_dir(3d) = 5.3712e+04
norm of 2p response chi = 1.7739e-03
R^1(3d 2p; 3d chi) = 5.18567e-07 hartree
R^3(3d 2p; 3d chi) = 2.87603e-07 hartree
zeta_pol = -0.034704 cm^-1
norm of eta/3 (admixture scale) = 3.4636e-05
mean radius 2p1/2 = 0.794766 bohr
mean radius 2p3/2 = 0.796991 bohr
G^1(3d,2p1/2) = 1.413278e-04 hartree
G^1(3d,2p3/2) = 1.428835e-04 hartree
Intervals E(5/2) - E(3/2):
hydrogen 3d, spin-orbit formula = 0.03607 cm^-1
direct part = 0.04186 cm^-1
polarization, k=1 = -0.11381 cm^-1
polarization, k=3 = 0.02705 cm^-1
polarization, sum = -0.08676 cm^-1
polarization, reverse reading = -0.08693 cm^-1
total, first order = -0.04490 cm^-1
total, first order = -1.346 GHz
total, separate 2p_j orbitals = -0.04490 cm^-1
total, larger basis = -0.04576 cm^-1
total, no 2p-2p feedback = -0.01177 cm^-1
total, bare-nucleus xi for 2p = -0.06108 cm^-1
constant 2p coupling, 3d interval = 1.0e-09 cm^-1
Test case, small Gaussian basis, tenfold bare coupling on p only:
3d interval, spinor program = -1.23217 cm^-1
3d interval, radial program = -1.23217 cm^-1
```
